# Diagrammatic Monte Carlo for the Fröhlich polaron at zero total momentum, part 2

The Fröhlich polaron, one electron coupled to optical phonons, is treated at zero temperature and total momentum, with \(\hbar=m=\omega_0=1\) and coupling \(\alpha\). Energies are in units of the phonon energy, from the band bottom. Monte Carlo samples \(G(\tau)=\langle 0|e^{-H\tau}|0\rangle\), with \(|0\rangle\) the electron at rest without phonons. The polaron has energy \(E\) and weight \(Z\); a polaron-plus-phonon continuum starts at \(E+1\). At weak coupling

\[
G(\tau)=Ze^{-E\tau}\left[1+O(e^{-\tau})\right].
\]

A diagram of order \(n\) has \(n\) phonon arcs \(y=(t_1,t_2,\mathbf q)\), with lengths \(\Delta=t_2-t_1\), overlaps \(O_{ij}\) and electron momentum \(\mathbf p(t)\):

\[
D_n=e^{\mu\tau}\prod_{j=1}^n\frac{2\sqrt2\,\pi\alpha\,e^{-\Delta_j}}{(2\pi)^3q_j^2}\;\exp\left(-\frac12\int_0^\tau p^2\,dt\right),
\]

\[
e^{\mu\tau}G(\tau)=\sum_{n=0}^\infty\frac1{n!}\int dy_1\cdots dy_n\,D_n,\qquad \frac12\int_0^\tau p^2dt=\frac12\sum_{i,j}\mathbf q_i\cdot\mathbf q_j\,O_{ij},\quad O_{jj}=\Delta_j .
\]

Arcs are added or removed. A proposed arc has \(\mathbf q=g\,\hat{\mathbf n}/\sqrt\Delta\), with \(g\) standard normal and \(\hat{\mathbf n}\) isotropic, and is rejected if \(t_2>\tau\). Its acceptance ratio is

\[
R_{\rm add}(n\to n+1)=\frac{\alpha\tau}{n+1}\,e^{\mathbf q\cdot\mathbf P},\qquad \mathbf P=\int_{t_1}^{t_2}\mathbf p\,dt .
\]

Without \(1/(n+1)\) the chain samples \(n!\,D_n\). The time update shifts \(\tau\) uniformly within \((-w,w)\), keeping \(0<\tau<\tau_{\max}\), and rescales the diagram:

\[
R_{\rm scale}=\left(\frac{\tau'}{\tau}\right)^{3n/2}e^{-(\sigma-\mu)(\tau'-\tau)},\qquad \sigma=\sum_j\Delta_j/\tau .
\]

The scaling estimator, averaged over the window, and the mean order are

\[
-\frac{d\ln G}{d\tau}=\left\langle\sigma-\frac{3n}{2\tau}\right\rangle_\tau,\qquad \langle n\rangle_\tau=\alpha\,\partial\ln G/\partial\alpha .
\]

Let \(W=e^{\mu\tau}G\), and let \(G_n\) be the order-\(n\) term of \(G\). \(N_n\), \(N_{\rm bin}\) and \(N_{\rm win}\) count measurements at order \(n\), in a \(\tau\) interval, and in the window \([\tau_a,\tau_{\max}]\) of length \(L\), where the mean time is \(\bar\tau\). Then

\[
I_0=\int_0^{\tau_{\max}}e^{\mu\tau}d\tau,\qquad \int_{\rm bin}e^{\mu\tau}G\,d\tau=I_0\,\frac{N_{\rm bin}}{N_0},\qquad N_n/N_0=\int_0^{\tau_{\max}}e^{\mu\tau}G_n\,d\tau/I_0 .
\]

The fit solves \(m(\gamma)=\bar\tau\), with \(J(\gamma)=\int_{\tau_a}^{\tau_{\max}}e^{-\gamma\tau}d\tau\) and

\[
m(\gamma)=\tau_a+\frac1\gamma-\frac{L}{e^{\gamma L}-1}=\tau_c-\frac{\gamma L^2}{12}+\frac{\gamma^3L^4}{720}-\dots,\qquad\tau_c=\tau_a+\frac L2,
\]

\[
E=\mu+\gamma,\qquad Z=\frac{N_{\rm win}}{N_0}\,\frac{I_0}{J(\gamma)} .
\]

Errors come from a jackknife over \(K\) groups of independent chains, called walkers; the error bars have relative uncertainty \(1/\sqrt{2(K-1)}\).

## Weak-coupling reference

The window bias and the expected orders come from the expansion \(\ln G=\alpha C_1+\alpha^2C_2+O(\alpha^3)\). For one arc, \(\int d^3q\,\sqrt2/(4\pi^2q^2)=(\sqrt2/\pi)\int_0^\infty dq\) times an angular average. With \(\int_0^\infty e^{-q^2\Delta/2}dq=\sqrt{\pi/2\Delta}\), the momentum integral is \(1/\sqrt{\pi\Delta}\). An arc of length \(\Delta\) can start anywhere in an interval of length \(\tau-\Delta\), so

\[
C_1(\tau)=\int_0^\tau(\tau-\Delta)\frac{e^{-\Delta}}{\sqrt{\pi\Delta}}\,d\Delta .
\]

The substitution \(\Delta=s^2\) gives \(\int_0^\tau e^{-\Delta}d\Delta/\sqrt{\pi\Delta}=\operatorname{erf}\sqrt\tau\). Integration by parts gives \(\int_0^\tau\sqrt{\Delta/\pi}\,e^{-\Delta}d\Delta=-\sqrt{\tau/\pi}\,e^{-\tau}+\tfrac12\operatorname{erf}\sqrt\tau\). Therefore

\[
C_1(\tau)=\left(\tau-\tfrac12\right)\operatorname{erf}\sqrt\tau+\sqrt{\tau/\pi}\,e^{-\tau}.
\]

For \(\tau\ll1\), dropping \(e^{-\Delta}\) gives \(C_1\approx(2-\tfrac23)\tau^{3/2}/\sqrt\pi\), the power found from dimensions. For large \(\tau\), \(C_1\to\tau-\tfrac12\), so \(E=-\alpha\) and \(\ln Z=-\alpha/2\) at first order. The remainder is minus the integral from \(\tau\) to infinity. With \(\Delta=\tau+s\),

\[
C_1-\left(\tau-\tfrac12\right)=\frac{e^{-\tau}}{\sqrt{\pi\tau}}\int_0^\infty\frac{s\,e^{-s}\,ds}{\sqrt{1+s/\tau}}=\frac{e^{-\tau}}{\sqrt{\pi\tau}}\left(1-\frac1\tau+\frac{9}{4\tau^2}-\dots\right),
\]

from \((1+x)^{-1/2}=1-x/2+3x^2/8-\dots\) and \(\int_0^\infty s^ke^{-s}ds=k!\). This is the one-phonon continuum at first order: positive, with decay rate 1. At \(\tau=4\) the remainder is 0.004295 and the leading term 0.005167, a ratio of 0.83. The partial sums of \((1+x)^{-1/2}\) lie alternately below and above it for \(x>0\), so the ratio must fall between \(1-1/4=0.75\) and \(0.75+9/64=0.89\), as it does.

If the factor \(e^{\mathbf q\cdot\mathbf P}\) is dropped, the labelled integral factorises and \(G=\sum_n(\alpha C_1)^n/n!=e^{\alpha C_1}\) exactly. The arcs are then a Poisson process with mean number \(\alpha C_1\). The full \(G\) is \(e^{\alpha C_1}\) times the average over that process of \(e^{-S}\), \(S=\sum_{i<j}\mathbf q_i\cdot\mathbf q_jO_{ij}\). The directions are independent and isotropic, so \(\langle S\rangle=0\); the average exists because \(O_{ij}\le\sqrt{\Delta_i\Delta_j}\) bounds each term by \(|g_ig_j|\). Convexity of the exponential (Jensen's inequality) gives \(\langle e^{-S}\rangle\ge1\). Hence \(G\ge e^{\alpha C_1}\) for all \(\tau\), and \(E\le-\alpha\) at every coupling. This is a bound and not a value; the second-order coefficient \(E_2<0\) found below gives the distance from it at weak coupling.

For two arcs of lengths \(a\), \(b\) and overlap \(c\), the angular average of \(e^{-c\,\mathbf q_1\cdot\mathbf q_2}\) is \(\sinh(cq_1q_2)/(cq_1q_2)\). With \(x=q_1\sqrt a\), \(y=q_2\sqrt b\) and \(\varrho=c/\sqrt{ab}\), the momentum integral is

\[
I(a,b,c)=\frac{2}{\pi^2\sqrt{ab}}\,\Phi(\varrho),\qquad \Phi=\int_0^\infty\!\!\int_0^\infty e^{-(x^2+y^2)/2}\,\frac{\sinh\varrho xy}{\varrho xy}\,dx\,dy .
\]

Differentiating \(\varrho\Phi\) with respect to \(\varrho\) turns the last factor into \(\cosh\varrho xy\). That integrand is even in \(x\) and in \(y\), so the quadrant is a quarter of the plane, and over the plane \(\cosh\varrho xy\) may be replaced by \(e^{\varrho xy}\). The Gaussian integral is \(2\pi/\sqrt{1-\varrho^2}\). Thus \(d(\varrho\Phi)/d\varrho=(\pi/2)/\sqrt{1-\varrho^2}\), and since \(\varrho\Phi\) vanishes at \(\varrho=0\),

\[
I(a,b,c)=\frac{1}{\pi\sqrt{ab}}\,\frac{\arcsin\varrho}{\varrho}.
\]

For \(a=1.3\), \(b=0.9\), \(c=0.7\), \(\varrho=0.647150\) and \(I=0.320056\). Matching powers of \(\alpha\) gives \(\alpha^2C_2=G_2-G_1^2/2\). The term \(G_1^2/2\) is the same integral over unordered pairs with \(I\) replaced by \(1/(\pi\sqrt{ab})\), so \(C_2\) is the integral over pairs of \(e^{-a-b}(\arcsin\varrho/\varrho-1)/(\pi\sqrt{ab})\). The integrand is non-negative and vanishes for disjoint arcs.

Let \(x_1,x_2,x_3\) be the three gaps between the four vertices and \(\ell\) their sum. For nested arcs \(a=\ell\), \(b=c=x_2\). For crossing arcs \(a=x_1+x_2\), \(b=x_2+x_3\), \(c=x_2\). In both cases \(a+b=\ell+x_2\). Put \(x_1=\xi\ell\), \(x_2=\eta\ell\). Then \(dx_1dx_2dx_3=\ell^2d\ell\,d\xi\,d\eta\), with \(0<\xi<1-\eta\); the first vertex ranges over \(\tau-\ell\); \(1/\sqrt{ab}\) supplies \(1/\ell\); and \(\varrho\) does not depend on \(\ell\). With \(s=1+\eta\),

\[
C_2(\tau)=\int_0^1d\eta\,h(\eta)\int_0^\tau(\tau-\ell)\,\ell\,e^{-s\ell}d\ell,\qquad h=h_{\rm n}+h_{\rm c},
\]

\[
h_{\rm n}=\frac{1-\eta}{\pi\sqrt\eta}\left(\frac{\arcsin\sqrt\eta}{\sqrt\eta}-1\right),\qquad
h_{\rm c}=\int_\eta^1\frac{dA}{\pi\sqrt{AB}}\left(\frac{\arcsin\varrho}{\varrho}-1\right),
\]

where \(A=\xi+\eta\), \(B=1-\xi=1+\eta-A\) and \(\varrho=\eta/\sqrt{AB}\). In the nested case \(\varrho=\sqrt\eta\), and the \(\xi\) integral gives \(1-\eta\). The \(\ell\) integral is a pair of incomplete gamma functions and tends to \(\tau/s^2-2/s^3\). The second-order coefficients in \(E=-\alpha+E_2\alpha^2\) and \(\ln Z=-\alpha/2+z_2\alpha^2\) are therefore

\[
E_2=-\int_0^1\frac{h}{s^2}d\eta,\qquad z_2=-\int_0^1\frac{2h}{s^3}d\eta .
\]

Gauss–Legendre quadrature in \(\theta\), with \(\eta=\sin^2\theta\), and in \(\ln A\) over half of the range (the integrand is symmetric under \(A\leftrightarrow B\)) gives \(-0.0093833\) from nested and \(-0.0065363\) from crossing arcs, so \(E_2=-0.0159196\), and \(z_2=-0.0229558\). The third order is not computed.

## Bias of a finite window

Let \(\ln G=\ln Z-E\tau+\delta(\tau)\), with \(\delta\) small, and let \(\mu\approx E\), so that the weight in the window is nearly flat. Overbars denote flat averages over the window. To first order in \(\delta\) the density is multiplied by \(1+\delta-\bar\delta\), which shifts the mean time by \(\operatorname{cov}(\delta,\tau)\). Since \(dm/d\gamma=-L^2/12\), the fitted energy shifts by \(\delta E=-12\operatorname{cov}(\delta,\tau)/L^2\). In \(\ln Z\), the count \(N_{\rm win}\) grows by the relative amount \(\bar\delta\), and \(-\ln J\) changes by \(m\,\delta E\approx\tau_c\,\delta E\). For \(\delta=\delta_ae^{-(\tau-\tau_a)}\) and \(e^{-L}\ll1\), \(\bar\delta=\delta_a/L\) and \(\operatorname{cov}=\delta_a/L-(\delta_a/L)(L/2)\), so

\[
\delta E\approx\frac{6(L-2)}{L^3}\,\delta_a,\qquad\delta\ln Z\approx\frac{\delta_a}{L}+\tau_c\,\delta E .
\]

Both are positive: the decaying continuum steepens the apparent fall of \(G\) and raises its extrapolated intercept. The scaling estimator averages \(E-\delta'\), so its shift is \([\delta(\tau_a)-\delta(\tau_{\max})]/L\approx\delta_a/L\), larger than \(\delta E\) by the factor \(L^2/[6(L-2)]\), which is 1.5 at \(L=6\).

At weak coupling the bias is obtained without linearising: the integrals of \(W\) and \(\tau W\) over the window are evaluated by quadrature with \(G=e^{\alpha C_1+\alpha^2C_2}\), passed through the same extraction, and compared with the asymptotic second-order \(E\) and \(\ln Z\). The difference is subtracted from the Monte Carlo fit. The subtraction is itself accurate only through order \(\alpha^2\).

## Worked example

The parameters are round model values: \(\alpha=1\), \(\mu=-1\), \(\tau_{\max}=10\), window \([4,10]\), \(w=3\). There are 2000 walkers in 40 groups. Each starts at order 0 with \(\tau\) spread over the range and makes 6000 steps, a step being one add-or-remove attempt and two time updates. The first 500 steps are discarded and measurements are taken every fourth step. Then \(I_0=1-e^{-10}=0.999955\), \(L=6\), \(\tau_c=7\).

The second-order reference is \(E=-1-0.01592=-1.01592\) and \(\ln Z=-0.5-0.02296=-0.52296\), so \(Z=0.59277\). At the window edge \(C_2(4)=0.041162\), while its asymptote is \(4\times0.0159196-0.0229558=0.040723\), which leaves 0.000439. Adding the first-order remainder, \(\delta_a=0.004295+0.000439=0.004734\). The linear estimates are \(\delta E\approx(24/216)\times0.004734=0.00053\) and \(\delta\ln Z\approx0.00079+7\times0.00053=0.0045\). The quadrature gives \(+0.00050\) and \(+0.00422\). The estimates are slightly high, which is the direction expected from the dominant first-order remainder, since its extra factor \(1/\sqrt{\tau+s}\) makes it fall faster than the pure exponential assumed. For a decay rate \(k\) in place of 1, the same steps give \(\bar\delta=\delta_a/(kL)\) and \(\delta E=(12/L^2)\left[1/(2k)-1/(k^2L)\right]\delta_a\). The first decreases with \(k\), and the second does so when \(kL>4\), which holds at \(L=6\). The faster decay accounts for about three quarters of the gap; the rest comes from the slight tilt of the weight in the window, \(\mu-E=0.016\).

The run accepts 0.677 of additions, 0.678 of removals and 0.576 of time updates. The first two must agree in equilibrium, because the order cannot drift. The highest order reached is 26, below the order limit of 48. The low orders can be compared with exact values. For \(\tau_{\max}\to\infty\), \(\int_0^\infty C_1e^{-\tau}d\tau\) is the transform of a convolution of \(\tau\) with \(e^{-\Delta}/\sqrt{\pi\Delta}\), equal to \(1\times\int_0^\infty e^{-2\Delta}d\Delta/\sqrt{\pi\Delta}=1/\sqrt2=0.70711\). The part beyond \(\tau=10\) is \(\int_{10}^\infty(\tau-\tfrac12)e^{-\tau}d\tau=10.5\,e^{-10}=0.00048\), so \(N_1/N_0=0.70663/0.999955=0.7067\). The run gives \(0.7073\pm0.0021\). For order 2, quadrature of \((C_1^2/2+C_2)e^{-\tau}/I_0\) gives 0.6470 and the run gives \(0.6492\pm0.0025\). A short run limited to order 2 and deprived of the factor \(1/(n+1)\) gives \(0.7041\pm0.0044\) and \(1.2842\pm0.0113\), against the predicted 0.7067 and \(2\times0.6470=1.2940\).

The mean of \(e^{\mu\tau}G\) over unit intervals is:

| interval | Monte Carlo | second-order reference |
|---|---|---|
| [0,1] | 0.7946 ± 0.0010 | 0.7947 |
| [1,2] | 0.6606 ± 0.0018 | 0.6588 |
| [2,3] | 0.6346 ± 0.0022 | 0.6331 |
| [3,4] | 0.6378 ± 0.0025 | 0.6321 |
| [4,5] | 0.6412 ± 0.0030 | 0.6386 |
| [5,6] | 0.6510 ± 0.0033 | 0.6477 |
| [6,7] | 0.6602 ± 0.0039 | 0.6576 |
| [7,8] | 0.6682 ± 0.0040 | 0.6680 |
| [8,9] | 0.6813 ± 0.0050 | 0.6787 |
| [9,10] | 0.6913 ± 0.0044 | 0.6896 |

The fall from 1 to about 0.63 is the loss of the continuum weight, and the slow rise afterwards shows \(E<\mu\). Nine of the ten entries lie above the reference, and the one on \([3,4]\) by 2.3 standard errors. The entries are not independent, since all are divided by the same \(N_0\) and one fluctuation of \(N_0\) moves them together. The missing third order could also contribute. The data do not separate these two causes.

In the window, \(N_{\rm win}/N_0=3.9934\) and \(\bar\tau=7.0452\). The cubic term of \(m(\gamma)\) is \(\gamma^3L^4/720\), about \(6\times10^{-6}\) in magnitude here, and can be dropped:

\[
\gamma=-\frac{12\,(7.0452-7)}{36}=-0.01507,\qquad E_{\rm fit}=-1-0.0151=-1.0151 .
\]

Centring the integral on \(\tau_c\) gives \(J=e^{-7\gamma}\,(2/\gamma)\sinh3\gamma=6e^{-7\gamma}\left[1+(3\gamma)^2/6\right]=6\times1.1113\times1.00034=6.670\). Then \(Z_{\rm fit}=3.9934\times0.999955/6.670=0.5987\) and \(\ln Z_{\rm fit}=-0.5130\). The jackknife errors are 0.0009 in \(E\) and 0.0060 in \(\ln Z\). Removing the window bias,

\[
E=-1.0151-0.0005=-1.0156\pm0.0009,\qquad Z=e^{-0.5130-0.0042}=0.5962\pm0.0036 .
\]

For a round phonon energy of 40 meV, \(E=-40.62\pm0.04\) meV. The energy lies well over ten standard errors below the bound \(-\alpha\) and within one of the second-order value \(-1.01592\). The weight is one standard error above 0.59277. The run thus resolves the \(\alpha^2\) term of the energy and does not resolve the \(\alpha^3\) term.

The scaling estimator is \(-1.0144\pm0.0008\). Its reference value by quadrature is \(-1.0152\), and the linear estimate is \(-1.01592+0.00079=-1.0151\). For the mean order, \(\alpha C_1+2\alpha^2C_2\) is almost linear in the window and may be taken at \(\bar\tau\): \(6.545+2(0.0159196\times7.0452-0.0229558)=6.545+0.178=6.72\). The run gives 6.722.

A shorter run with \(e^{\mathbf q\cdot\mathbf P}\) set to 1 has the exact answer \(e^{\alpha C_1}\). It gives \(E_{\rm fit}=-0.9994\pm0.0020\), \(\ln Z_{\rm fit}=-0.5044\pm0.0087\) and a scaling estimator of \(-0.9994\pm0.0018\). The exact function, passed through the same extraction, gives \(-0.9995\), \(-0.4961\) and \(-0.9993\). The difference from the full run, \(-1.0151+0.9994=-0.0157\pm0.0022\), is the effect of the overlap factor and matches \(E_2\alpha^2\).

## Guidance on settings

**Shift \(\mu\).** The estimate of \(G(\tau)\) does not depend on \(\mu\) in expectation; the distribution of effort does, and so does the window bias of the fit, through the weighting inside the window. At large \(\tau\) the sampled density is \(Ze^{-(E-\mu)\tau}\), flat over the window when \(|E-\mu|L\ll1\). In the example this product is 0.09. The value \(-\alpha\) is adequate at weak coupling, where it misses \(E\) by about \(0.016\alpha^2\). Otherwise the energy from a short run is used. The error of \(Z\) needs both \(N_0\) and \(N_{\rm win}\) to be large. In the example the ten intervals sum to 6.721, so 15% of the measurements are at order 0 and \(3.9934/6.721=59\%\) are in the window. At \(\mu=E\) the window has a weight of about \(ZL\) and order 0 has \(I_0\approx1/|E|\) for \(|E|\tau_{\max}\gg1\), so \(N_{\rm win}/N_0\approx ZL|E|\). If this ratio is small, raising \(\mu\) a little above \(E\) tilts the density towards large \(\tau\), at the cost of an uneven window.

**Window start \(\tau_a\).** The bias falls as \(\delta_a\approx\alpha e^{-\tau_a}/\sqrt{\pi\tau_a}\) at first order, so each unit added to \(\tau_a\) lowers \(\delta E\) by somewhat more than a factor \(e\) at fixed \(L\). The bias in \(\ln Z\) also carries the growing factor \(\tau_c\): moving \(\tau_a\) from 4 to 5 at \(L=6\) multiplies the coefficient \(1/L+6\tau_c(L-2)/L^3\) by \(1.056/0.944=1.12\) and \(\delta_a\) by \(0.92/e\) (the leading asymptotic form gives \(\sqrt{4/5}/e=0.89/e\)), so that bias falls by about a factor \(e\) only. It should be small against the statistical error. In the example it is about half an error bar in \(E\) and 0.7 of one in \(\ln Z\), and so it was subtracted. Where second order is not a good reference, the subtraction is not available, and \(\tau_a\) has to be raised until the fit stops moving within its errors.

**Window length and run length.** For \(N_{\rm eff}\) independent values in a flat window, the error of \(\bar\tau\) is \(L/\sqrt{12N_{\rm eff}}\), and multiplying by \(12/L^2\) gives \(\sigma_E=\sqrt{12}/(L\sqrt{N_{\rm eff}})\). With \(\sigma_E=0.0009\) this means \(N_{\rm eff}\approx4\times10^5\). The walkers spend \(0.59\times5500\times2000=6.5\times10^6\) steps in the window, so by this count about 16 steps yield one independent value. The figure is rough, since it squares a rounded error bar that is itself uncertain by 11%; the spread of the sums over individual walkers gives about 25 steps, which corresponds to \(\sigma_E\approx0.0011\). Either way, measuring every fourth step discards little. If the order performs a free random walk that moves in 0.68 of the steps, its diffusion constant is 0.34, and the time to cross a range of orders grows as the square of that range. The model gives this scaling and not the size: a free walk over the full range of about ten orders relaxes in \(100/(0.34\pi^2)\approx30\) steps, while the autocorrelation of the order decays in about 50, and the mean time in the window loses most of its correlation within a few steps and keeps only a slow tail. That the order is the slowest variable is a conjecture. If it holds, \(N_{\rm eff}\propto1/(\alpha L)^2\), and at a fixed number of steps spent inside the window a longer window does not reduce \(\sigma_E\). For \(\ln Z\), a change of \(\gamma\) enters as \(\tau_c\,d\gamma\), here \(7\times0.0009=0.006\), comparable with the whole error. The ratio \(N_{\rm win}/N_0\) has an error of its own, correlated with that of \(\gamma\), so this term alone is not the full error budget. Because it grows with \(\tau_c\), a window far from the origin costs accuracy in \(Z\), and the cost of an add-or-remove attempt grows with the order. Both favour the smallest \(\tau_a\) that the bias allows and a window a few units long.

**Time step \(w\).** At fixed scaled diagram, \(\tau\) has the density \(\tau^{3n/2}e^{-(\sigma-\mu)\tau}\). Its logarithm has second derivative \(-3n/(2\tau^2)\), so the width near the maximum is \(\tau\sqrt{2/(3n)}\). For \(n=6.7\) and \(\tau=7\) this is 2.2, and \(w=3\) is of that size. With \(n\approx\alpha\tau\) the width is \(\sqrt{2\tau/3\alpha}\), so \(w\propto\sqrt{\tau_{\max}/\alpha}\) keeps the step comparable with the width at the far end of the range. This is a starting value and not a derived optimum.

**Order limit.** The mean order at \(\tau_{\max}\) is \(\alpha C_1+2\alpha^2C_2=9.500+0.272=9.77\) in the example. Without the overlap factor the distribution at fixed \(\tau\) is exactly Poisson, at \(\tau_{\max}\) with mean \(\alpha C_1=9.50\) and standard deviation \(\sqrt{9.50}=3.1\), and the highest order seen, 26, is about five such deviations above the mean. The limit must lie above the highest order reached. If it is met, the run samples a truncated series, a partial sum of positive terms, which underestimates \(G\) and no longer has the asymptotic form of the full function.

**Burn-in.** Starting from order 0, the random-walk estimate for crossing the full range of about ten orders is \(10^2/0.68\approx150\) steps, and 500 is about three times that. On the same conjecture it grows as \((\alpha\tau_{\max})^2\).

**Coupling.** The acceptance ratios are exact for any \(\alpha\), but the efficiency is established here only at \(\alpha=1\). The proposal centres \(\mathbf q\) at zero, while the weight \(e^{-q^2\Delta/2+\mathbf q\cdot\mathbf P}\) is centred at \(\mathbf P/\Delta\), the mean electron momentum under the arc. The mismatch is measured by \(|\mathbf P|/\sqrt\Delta\). When many arcs overlap it can become large, and \(R_{\rm add}\) then spreads over a wide range, which lowers the acceptance of both moves. The two acceptance rates are reported, but they also depend on the typical order and on how often a proposed arc ends beyond \(\tau\), so a steady rate does not by itself rule out a growing mismatch. The estimates of correlation time above do not carry over to that regime.
